# Inertial Torque and High-Frequency Nutation of a Uniform Magnet: a numerical check

```python
"""
Inertial magnetization dynamics of a unit vector m in a fixed field along z:
    dm/dt = -gamma m x B + alpha m x dm/dt + I m x d2m/dt2
Result under test: for I*w0 << 1 (w0 = gamma B) a fast nutation mode exists with
    |Re w| = 1/I + w0/(1+alpha^2),  decay rate = alpha/I - alpha w0/(1+alpha^2),
up to terms of order I w0^2, turning opposite to the precession.
Small tilts: psi = m_x + i m_y varies as exp(i w t), so Im w > 0 means decay.
alpha: Gilbert damping; I: inertia (a time, ps); frequencies inside: rad/ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import jnp_zeros

GAMMA = const.physical_constants["electron gyromag. ratio"][0]  # rad/(s T)
PS = 1e-12
TWO_PI = 2 * np.pi


def acceleration(m, v, inertia, alpha, w0):
    """Second derivative of m from the explicit form of the equation."""
    field = np.array([0.0, 0.0, w0])
    torque = -np.cross(m, v) - np.cross(m, np.cross(m, field)) - alpha * v
    return torque / inertia - np.dot(v, v) * m


def trajectory(m0, v0, inertia, alpha, w0, t_end, **options):
    def rhs(t, s):
        return np.concatenate(
            [s[3:], acceleration(s[:3], s[3:], inertia, alpha, w0)])
    return solve_ivp(rhs, (0, t_end), np.concatenate([m0, v0]),
                     method="DOP853", rtol=1e-11, atol=1e-15, **options)


def modes(inertia, alpha, w0):
    """Precession and nutation roots of I w^2 + (1 - i alpha) w - w0 = 0."""
    b = 1 - 1j * alpha
    root = np.sqrt(b * b + 4 * inertia * w0)
    return (root - b) / (2 * inertia), -(root + b) / (2 * inertia)


def nutation_expansion(inertia, alpha, w0):
    b = 1 - 1j * alpha
    return -b / inertia - w0 / b


def tangent_eigenvalues(inertia, alpha, w0):
    """Growth exponents from a numerical Jacobian of the nonlinear equation."""
    def rate(s):
        m = np.array([s[0], s[1], 1.0])
        v = np.array([s[2], s[3], 0.0])
        return np.concatenate(
            [s[2:], acceleration(m, v, inertia, alpha, w0)[:2]])
    h = 1e-5
    columns = [(rate(h * e) - rate(-h * e)) / (2 * h) for e in np.eye(4)]
    return np.linalg.eigvals(np.array(columns).T)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# Inputs: round, rough values for a memory-cell free layer
field_T, alpha, inertia = 0.5, 0.01, 0.3
diameter_nm, thickness_nm = 30.0, 1.5
magnetization = 1.0e6      # A/m
stiffness = 15e-12         # J/m
temperature = 300.0        # K
memory_time = 0.01         # ps
release_tilt = 0.1         # rad
w0 = GAMMA * field_T * PS
w_p, w_n = modes(inertia, alpha, w0)

# The explicit acceleration satisfies the original equation and energy law
rng = np.random.default_rng(4)
for _ in range(20):
    m = rng.normal(size=3)
    m /= np.linalg.norm(m)
    v = np.cross(m, rng.normal(size=3))
    a = acceleration(m, v, inertia, alpha, w0)
    B = np.array([0, 0, w0])
    right = np.cross(m, -B + alpha * v + inertia * a)
    assert np.allclose(v, right, atol=1e-11)
    power = -np.dot(B, v) + inertia * np.dot(v, a)
    assert abs(power + alpha * np.dot(v, v)) < 1e-11

# Free undamped motion: conserved J and rate 1/(I cos beta), also at wide cones
cone_periods = {}
for beta in (0.02, 1.0):
    def crossing(t, s):
        return s[0]
    crossing.direction = 1
    m0 = np.array([0.0, 0.0, 1.0])
    v0 = np.array([np.tan(beta) / inertia, 0.0, 0.0])
    run = trajectory(m0, v0, inertia, 0.0, 0.0, 1.2 * TWO_PI * inertia,
                     events=crossing)
    times = run.t_events[0]
    period = times[times > 1e-3][0]
    assert abs(period / (TWO_PI * inertia * np.cos(beta)) - 1) < 1e-7
    J = run.y[:3].T - inertia * np.cross(run.y[:3].T, run.y[3:].T)
    assert np.max(np.abs(J - J[0])) < 1e-8
    cone_periods[beta] = period

# Roots against the Jacobian, for weak and strong damping
for damping in (alpha, 1.0):
    eig = tangent_eigenvalues(inertia, damping, w0)
    for w in modes(inertia, damping, w0):
        assert np.min(np.abs(eig - 1j * w)) < 1e-7
    assert np.max(eig.real) < 0
w_strong = modes(inertia, 1.0, w0)[1]
assert abs(abs(w_strong.real) * inertia - 1) < inertia * w0
turns_weak = abs(w_n.real) / (TWO_PI * w_n.imag)
turns_strong = abs(w_strong.real) / (TWO_PI * w_strong.imag)
assert turns_strong < 1 < turns_weak

# Reversed sign of the inertia: the fast mode grows at about alpha/I
wrong_growth = np.max(tangent_eigenvalues(-inertia, alpha, w0).real)
assert abs(wrong_growth * inertia / alpha - 1) < 3 * inertia * w0

# Expansion: the remainder is of first order in I
for damping in (alpha, 0.5):
    rest = [abs(modes(x, damping, w0)[1] - nutation_expansion(x, damping, w0))
            for x in (inertia, inertia / 2)]
    assert abs(rest[0] / rest[1] - 2) < 0.1
    assert rest[0] < 1.1 * inertia * w0**2

# Nonlinear trajectory released from rest; frequencies by linear prediction
tilt = 1e-4
step = 0.3
sample_times = step * np.arange(101)
run = trajectory(np.array([np.sin(tilt), 0.0, np.cos(tilt)]), np.zeros(3),
                 inertia, alpha, w0, sample_times[-1] + 0.1,
                 dense_output=True, max_step=0.1)
state = run.sol(sample_times)
assert np.max(np.abs(np.sum(state[:3]**2, axis=0) - 1)) < 1e-8
psi = (state[0] + 1j * state[1]) / tilt
history = np.column_stack([psi[1:-1], psi[:-2]])
c1, c0 = np.linalg.lstsq(history, psi[2:], rcond=None)[0]
found = -1j * np.log(np.roots([1, -c1, -c0])) / step
found = found[np.argsort(np.abs(found))]
assert abs(found[0] - w_p) < 1e-4 and abs(found[1] - w_n) < 1e-4
assert found[0].real > 0 > found[1].real
waves = np.exp(1j * np.outer(sample_times, found))
amplitudes = np.linalg.lstsq(waves, psi, rcond=None)[0]
ratio = amplitudes[1] / amplitudes[0]
assert abs(ratio + w_p / w_n) < 1e-4
assert abs(abs(ratio) / (inertia * w0) - 1) < 3 * inertia * w0

# Thermal motion: equipartition projected on the nutation mode
volume = np.pi * (diameter_nm * 1e-9 / 2)**2 * thickness_nm * 1e-9
spin = magnetization * volume / GAMMA
kT = const.k * temperature
tilt_sq = 2 * kT / (spin * w0 / PS)
speed_sq = 2 * kT / (spin * inertia * PS) * PS**2
u_p, u_n = (w.real for w in modes(inertia, 0.0, w0))
thermal_cone = np.sqrt((speed_sq + u_p**2 * tilt_sq) / (u_n - u_p)**2)
simple_cone = np.sqrt(2 * kT * inertia * PS / spin)
assert abs(thermal_cone / simple_cone - 1) < 3 * inertia * w0
barrier = magnetization * volume * field_T / (2 * kT)
release_nutation = release_tilt * abs(w_p / (w_n - w_p))

# First nonuniform exchange mode of a disc with free edges
n = 400
h = 1 / n
r = (np.arange(n) + 0.5) * h
face = np.arange(1, n) * h
diagonal = h / r
diagonal[:-1] += face / h
diagonal[1:] += face / h
off = -face / h / (h * np.sqrt(r[:-1] * r[1:]))
lowest = eigh_tridiagonal(diagonal / (r * h), off, eigvals_only=True,
                          select="i", select_range=(0, 0))[0]
disc_root = jnp_zeros(1, 1)[0]
assert abs(np.sqrt(lowest) / disc_root - 1) < 1e-3
wavenumber = disc_root / (diameter_nm * 1e-9 / 2)
exchange_field = 2 * stiffness * wavenumber**2 / magnetization
w_exchange = modes(inertia, alpha, w0 + GAMMA * exchange_field * PS)[1]
exchange_shift = (abs(w_exchange.real) - abs(w_n.real)) / TWO_PI

# Damping with exponential memory: alpha -> alpha/(1 + i w memory_time)
cubic = [1j * memory_time * inertia, inertia + 1j * memory_time,
         1 - 1j * memory_time * w0 - 1j * alpha, -w0]
candidates = np.roots(cubic)
w_memory = candidates[np.argmin(np.abs(candidates - w_n))]
memory_shift = abs(w_memory.real) - abs(w_n.real)
assert abs(memory_shift / (alpha * memory_time / inertia**2) - 1) < 0.05
decay_change = w_memory.imag / w_n.imag - 1

quantum_eV = const.hbar * abs(w_n.real) / PS / const.e
print("INPUTS (round model values)")
show("Effective field", field_T, "T")
show("Gilbert damping alpha", alpha)
show("Inertia I", inertia, "ps")
show("Disc diameter", diameter_nm, "nm")
show("Disc thickness", thickness_nm, "nm")
show("Magnetization", magnetization / 1e3, "kA/m")
show("Exchange stiffness", stiffness * 1e12, "pJ/m")
show("Temperature", temperature, "K")
show("Damping memory time", memory_time, "ps")
show("Release tilt", release_tilt, "rad")
print("MODES")
show("w0 = gamma B", w0, "rad/ps")
show("Small parameter I*w0", inertia * w0)
show("Precession without inertia, w0/(2 pi)", w0 / TWO_PI, "THz")
show("Precession with inertia", w_p.real / TWO_PI, "THz")
show("Leading nutation estimate 1/(2 pi I)", 1 / (TWO_PI * inertia), "THz")
show("Nutation estimate with field term",
     abs(nutation_expansion(inertia, alpha, w0).real) / TWO_PI, "THz")
show("Nutation from exact root", abs(w_n.real) / TWO_PI, "THz")
show("Nutation from trajectory", abs(found[1].real) / TWO_PI, "THz")
show("Nutation quantum", quantum_eV, "eV")
show("Nutation amplitude decay time", 1 / w_n.imag, "ps")
show("Precession amplitude decay time", 1 / w_p.imag, "ps")
show("Nutation turns per decay time, alpha = 0.01", turns_weak)
show("Nutation turns per decay time, alpha = 1", turns_strong)
show("Nutation frequency at alpha = 1", abs(w_strong.real) / TWO_PI, "THz")
show("Growth rate if I has the wrong sign", wrong_growth, "1/ps")
show("Nutation/precession amplitude after release", abs(ratio))
for beta, period in cone_periods.items():
    show(f"Free period at cone half-angle {beta} rad", period, "ps")
print("SCAN OF INERTIA")
for trial in (0.03, 0.1, 0.3, 1.0):
    w_trial = abs(modes(trial, alpha, w0)[1].real)
    print(f"I = {trial} ps: nutation {w_trial / TWO_PI:.4g} THz, "
          f"I*|w_n| = {trial * w_trial:.4f}")
print("NEGLECTED EFFECTS")
show("Barrier over kT", barrier, digits=3)
show("Thermal rms tilt", np.sqrt(tilt_sq), "rad", 3)
show("Thermal rms nutation cone", thermal_cone, "rad", 3)
show("Nutation cone after release", release_nutation, "rad", 3)
show("Relative frequency rise from thermal cone",
     1 / np.cos(thermal_cone) - 1, digits=2)
show("Nutation quantum over kT", quantum_eV * const.e / kT, digits=3)
show("Exchange field of first nonuniform mode", exchange_field, "T", 3)
show("Nutation shift of that mode", exchange_shift, "THz", 3)
show("Nutation shift from damping memory", memory_shift / TWO_PI, "THz", 3)
show("Relative decay-rate change from memory", decay_change, digits=2)
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (round model values)
Effective field: 0.5 T
Gilbert damping alpha: 0.01
Inertia I: 0.3 ps
Disc diameter: 30 nm
Disc thickness: 1.5 nm
Magnetization: 1000 kA/m
Exchange stiffness: 15 pJ/m
Temperature: 300 K
Damping memory time: 0.01 ps
Release tilt: 0.1 rad
MODES
w0 = gamma B: 0.08804 rad/ps
Small parameter I*w0: 0.02641
Precession without inertia, w0/(2 pi): 0.01401 THz
Precession with inertia: 0.01366 THz
Leading nutation estimate 1/(2 pi I): 0.5305 THz
Nutation estimate with field term: 0.5445 THz
Nutation from exact root: 0.5442 THz
Nutation from trajectory: 0.5442 THz
Nutation quantum: 0.002251 eV
Nutation amplitude decay time: 30.75 ps
Precession amplitude decay time: 1225 ps
Nutation turns per decay time, alpha = 0.01: 16.74
Nutation turns per decay time, alpha = 1: 0.1634
Nutation frequency at alpha = 1: 0.5376 THz
Growth rate if I has the wrong sign: 0.03429 1/ps
Nutation/precession amplitude after release: 0.0251
Free period at cone half-angle 0.02 rad: 1.885 ps
Free period at cone half-angle 1.0 rad: 1.018 ps
SCAN OF INERTIA
I = 0.03 ps: nutation 5.319 THz, I*|w_n| = 1.0026
I = 0.1 ps: nutation 1.605 THz, I*|w_n| = 1.0087
I = 0.3 ps: nutation 0.5442 THz, I*|w_n| = 1.0257
I = 1.0 ps: nutation 0.1721 THz, I*|w_n| = 1.0814
NEGLECTED EFFECTS
Barrier over kT: 64
Thermal rms tilt: 0.125 rad
Thermal rms nutation cone: 0.0196 rad
Nutation cone after release: 0.00245 rad
Relative frequency rise from thermal cone: 0.00019
Nutation quantum over kT: 0.0871
Exchange field of first nonuniform mode: 0.452 T
Nutation shift of that mode: 0.0118 THz
Nutation shift from damping memory: 0.000177 THz
Relative decay-rate change from memory: -0.00083
ALL CHECKS PASSED
```
